Elastic Image Energy of a Point Defect in a Periodic Cell

**Q.** You compute a migration barrier by relaxing a solute at its site and again at the saddle, in a cell of some fifty host atoms. The periodic copies strain one another. Why should there be a simple correction, when the atoms near the defect are displaced far beyond linear elasticity?

**A.** The correction concerns the far field, which is weak enough for linear elasticity even when the core is not. Seen from outside, the defect is described to leading order by its elastic dipole tensor P, which is symmetric and has the unit of energy. It is defined by the linear response of the defect energy to an applied strain ε:

P_ij = −∂E/∂ε_ij.

I take P as independent of strain for now. Repeated indices are summed, C_ijkl is the stiffness of the host, and tensile stress is positive. The cell has volume V, and its vectors are held at their perfect-crystal values, so the mean strain is zero.

To avoid a point singularity I spread the dipole over a narrow, even, isotropic density ρ(r) with unit integral. The elastic energy is

E[u] = ½ ∫ C_ijkl ∂_j u_i ∂_l u_k d³r − P_ij ∫ ρ ∂_j u_i d³r.

Call the first integral, without its ½, A, and the second term, without its sign, B. Replacing the equilibrium displacement u by t·u gives ½t²A − tB. This must be stationary at t = 1, so A = B, and the relaxed energy is E = −½B.

**Q.** For a point dipole B is infinite. You are about to subtract two infinities.

**A.** I subtract two finite numbers, found with the same ρ in the cell and in infinite space, and only then make ρ narrow. First the cell. Varying u and integrating by parts gives

C_ijkl ∂_j ∂_l u_k = P_ij ∂_j ρ.

Zero mean strain makes u periodic. I write u(r) = Σ_q u(q) exp(iq·r) and ρ(r) = (1/V) Σ_q ρ(q) exp(iq·r), where q runs over the reciprocal lattice of the supercell. With n = q/|q| and M_ik(n) = C_ijkl n_j n_l, each derivative brings a factor i times a component of q:

−|q|² M_ik u_k(q) = i |q| P_ij n_j ρ(q)/V,

u_k(q) = −i M⁻¹_ki P_ij n_j ρ(q)/(|q|V).

In B the remaining derivative supplies i|q|n_l. Since i·(−i) = 1 and |q| cancels,

B = (1/V) Σ_{q≠0} g(n) w(q),

g(n) = P_kl n_l M⁻¹_ki P_ij n_j,  w(q) = |ρ(q)|².

The term q = 0 is a rigid translation and carries no strain. In infinite space the same steps hold with an integral in place of the sum, so

E_cell = −(1/2V) Σ_{q≠0} g w,

E_iso = −½ ∫ g w d³q/(2π)³.

**Q.** Both still grow without bound as ρ narrows. What makes their difference finite?

**A.** Subtract the isolated displacement field from the periodic one. Near the defect both satisfy the same equation with the same source, so their difference satisfies the source-free equation and is smooth there. Its strain, averaged over a narrow ρ, tends to its value at the centre. That value is the image strain.

To obtain the number, let ⟨g⟩ be the average of g over directions. Because w is isotropic,

∫ g w d³q/(2π)³ = ⟨g⟩ W₀,  W₀ = ∫ w d³q/(2π)³.

Poisson summation gives (1/V) Σ_{all q} w(q) = Σ_R W(R), where R runs over the supercell lattice and W(R) is the overlap of ρ with a copy of itself shifted by R. Once ρ is narrow, only R = 0 survives. Since w(0) = 1,

(1/V) Σ_{q≠0} w = W₀ − 1/V.

Now split g into ⟨g⟩ and g − ⟨g⟩ in the cell sum:

ΔE = E_cell − E_iso
= ½⟨g⟩W₀ − ½⟨g⟩(W₀ − 1/V) − (1/2V) Σ_{q≠0} (g − ⟨g⟩) w.

The divergent W₀ cancels, leaving

ΔE = (1/2V) { ⟨g⟩ − lim Σ_{q≠0} [g(n) − ⟨g⟩] w(q) },

where the limit takes w to 1. The isolated energy is E_cell − ΔE.

**Q.** The braces contain a sum over the reciprocal lattice, which changes with the cell. Where is the inverse-volume law?

**A.** Multiply every cell vector by λ. Every q is divided by λ, but its direction n is unchanged, and g depends on direction alone. The cutoff depends on |q| times the width of ρ. Widening ρ by λ restores the same weights, and the limit of narrow ρ does not depend on that relabelling. The braces are therefore unchanged:

ΔE(λ) = ΔE(1)/λ³ ∝ 1/V.

As derived here, the inverse-volume law thus carries two conditions. Each cell is clamped, and cells of different size are geometrically similar, with the same orientation to the crystal. If the proportions change, so do the directions n, and the coefficient of 1/V generally changes too.

**Q.** I would rather add up the interactions with the images in real space. Do I get the same answer?

**A.** Only with care. If G_ik is the elastic Green function, the interaction kernel is K(R) = −P_ij P_kl ∂_j∂_l G_ik(R). It falls as 1/R³ while the number of images in a shell grows as R², so the sum depends on the order in which it is taken.

Use an isotropic cutoff. Away from R = 0, K is the Fourier transform of g − ⟨g⟩, because a constant transforms into a delta function at the origin. The cutoff blurs g − ⟨g⟩ slightly and isotropically around each q, and at q = 0 the blurred value is zero. Poisson summation then gives Σ_{R≠0} K(R) = (1/V) Σ_{q≠0} (g − ⟨g⟩), so

ΔE = ⟨g⟩/(2V) − ½ Σ_{R≠0} K(R).

The first term removes the mean strain that the defect and its isotropically summed images would together leave in the cell, which the clamping forbids.

**Q.** Give me a case I can do on paper.

**A.** Take an isotropic host with Lamé constants λ and μ (this λ is no longer the scale factor) and P_ij = p δ_ij. Then

M_ik = μ δ_ik + (λ + μ) n_i n_k,

so M n = (λ + 2μ) n = C₁₁ n. Hence g = p²/C₁₁ in every direction, the sum vanishes, and

ΔE = p²/(2C₁₁V)

for every cell shape. It is positive whether the defect pushes outward or pulls inward.

**Q.** Suppose I let the cell relax its shape instead.

**A.** Add a uniform strain e. Its cross term with the periodic strain vanishes, because the latter has zero mean. The extra energy is ½V e:C:e − P:e. It is smallest at e = S:P/V, where S is the compliance, and there it equals

ΔE_release = −P:S:P/(2V).

This also scales as 1/V. For the isotropic case the strain is e_ij = p δ_ij/(3KV), with K the bulk modulus, so the release energy is −p²/(2KV). The total becomes

(p²/2V)(1/C₁₁ − 1/K),

which is negative because C₁₁ = K + 4μ/3 exceeds K. Clamped and released cells therefore approach the isolated limit from opposite sides in this case. The two conditions must not be mixed within one barrier unless each energy is first corrected for its own condition.

**Q.** Now a barrier with numbers.

**A.** Consider a small interstitial solute hopping in a bcc host that resembles tungsten. The host inputs are rounded model values: a = 0.317 nm and C₁₁, C₁₂, C₄₄ = 520, 205, 160 GPa. The solute starts in an octahedral site with its axis along z, crosses a tetrahedral site, and ends in an octahedral site with its axis along x. The dipoles are round model inputs that respect the site symmetries:

P_min = diag(8, 8, 22) eV,  P_saddle = diag(16, 8, 16) eV.

The ratio 2C₄₄/(C₁₁ − C₁₂) is 1.016, so an isotropic estimate of ⟨g⟩ should be close. Inverting M gives

M⁻¹_ik = δ_ik/μ − (1/μ − 1/C₁₁) n_i n_k.

With ⟨n_i n_j⟩ = δ_ij/3 and ⟨n_i n_j n_k n_l⟩ = (δ_ij δ_kl + δ_ik δ_jl + δ_il δ_jk)/15,

⟨g⟩ = P:P/(3μ) − (1/μ − 1/C₁₁)[2 P:P + (tr P)²]/15.

One GPa is 6.2415 eV/nm³, so μ ≈ 999 and C₁₁ ≈ 3246 eV/nm³. At the minimum P:P = 612 eV² and tr P = 38 eV:

⟨g⟩ ≈ 0.2043 − 0.000693 × 177.9 ≈ 0.081 eV nm³.

Half of this is 0.0405 eV nm³. Numerical averaging with the cubic stiffness also gives 0.0405. Direct summation over q with a smooth cutoff, in a cubic cell, adds the image part:

V ΔE_min = 0.0405 + 0.0250 = 0.0655 eV nm³,

V ΔE_saddle = 0.0325 + 0.0080 = 0.0404 eV nm³,

where both totals are rounded from the unrounded sums. A cell of 3 × 3 × 3 cubic units has 54 host atoms and V = 27a³ = 0.860 nm³, so

ΔE_min = 0.0655/0.860 = 0.0762 eV,

ΔE_saddle = 0.0404/0.860 = 0.0470 eV.

The barrier shift is ΔE_saddle − ΔE_min = −29 meV (−2.8 kJ/mol). The clamped cell raises the minimum more than the saddle, so its barrier is too low and 29 meV must be added. With the rate prefactor held fixed, the uncorrected rate at 1000 K is too high by exp(0.0292/0.0862) ≈ 1.40. The shift is −98 meV for 16 atoms, −12 meV for 128 and −6 meV for 250.

**Q.** And if I release the 54-atom cell?

**A.** The release energies from −P:S:P/(2V) are −86.8 meV at the minimum and −66.0 meV at the saddle. The totals become −10.7 and −19.0 meV, and the barrier shift falls to about −8 meV. The smaller shift belongs to these dipoles and this cell; it is not a general advantage of released cells.

**Q.** Could I simply lengthen the cell in one direction?

**A.** That can make matters worse. Take 3 × 3 × 6 units, clamped, with the long edge along z. The image energy is 18 meV at the starting site, 22 meV at the saddle and 67 meV at the final site. The two octahedral sites are equivalent in the crystal, yet the cell separates them by 49 meV. The forward barrier shifts by about +4 meV and the backward one by −45 meV. For a cube of the same volume (not a bcc supercell, but the formula needs only the shape and V) the minimum has 38 meV and the saddle 24 meV, and both end sites agree by symmetry. More atoms do not guarantee a smaller error when the shape changes as well.

**Q.** Fifty-four atoms are hardly a continuum. How far can I trust your 29 meV?

**A.** The dipole formula is the leading term. Atomic structure adds terms with further powers of q. Because the forces and force constants are real, the energy contribution of q equals that of −q and odd powers drop out, so the next correction to g is of order q² and contributes to the energy as V^(−5/3).

To size it, I relaxed a harmonic bcc crystal with first- and second-neighbour springs. Point forces on the nearest atoms alone, six around the octahedral site and four around the tetrahedral one, reproduce the same P. Such springs force C₁₂ = C₄₄, so I used 520, 182.5 and 182.5 GPa and evaluated the dipole formula with those stiffnesses. The isolated energy came from large cells, extrapolated in inverse powers of cell length. The clamped image energies in meV are:

54 atoms: crystal 88 and 60, formula 68 and 43 (minimum and saddle).
128 atoms: crystal 33 and 22, formula 29 and 18.
250 atoms: crystal 16.0 and 10.4, formula 14.7 and 9.3.

At 54 atoms the crystal energies exceed the formula by 30% and 39% of the formula values. Much of the excess cancels in the barrier: the shift is −29 meV in the crystal and −25 meV from the formula. That cancellation is particular to this example. P fixes only the first moment of the forces, while the next terms depend on higher moments. Forces that reach further out can give the same P with a different excess, and the barrier may then agree less well with the formula. For cells of 16 and 32 units per edge, the excess at the minimum is 0.63% and 0.15%. Doubling the edge divides it by about four, as a relative correction of order V^(−2/3) requires.

**Q.** What else separates this from a real solute in tungsten?

**A.** The lattice parameter and stiffnesses are roughly those of tungsten, but the dipoles belong to no named solute, so the 29 meV is a model result. For a real solute, P follows from the calculation itself. In the clamped cell the energy has strain derivative −P, so the mean stress relative to the perfect crystal is σ_ij = −P_ij/V, and

P_ij = −V σ_ij.

A real dipole also changes with strain. From ΔE = −½P:ε_img, the image strain in the 54-atom cell at the minimum is +0.19% along x and y and −0.83% along z. If the response of P to strain is roughly C₁₁ times the atomic volume a³/2, the energy involved is ½C₁₁(a³/2) ε_img:ε_img ≈ 2 meV. That response is an assumed scale; a real one may be several times larger, and the energy grows in proportion. If the moduli are 10% softer, both image energies rise by a factor 1/0.9, to 85 and 52 meV, and the shift becomes −32 meV. With this assumed response and the force pattern used above, the atomic-scale terms change the two image energies more than either of these effects does. Another solute may reverse that order.

Electronic interactions between copies, and the electrostatic energy of a charged defect, are outside the formula and need their own treatment. A practical check is to apply the correction in two clamped cubic cells of different size, with equally well converged k-point sampling. If the corrected barriers still differ by more than the accuracy you need, the corrected result from the smaller cell is not yet adequate. Higher elastic terms or interactions outside the formula may still matter there, or the dipoles or stiffnesses put into the formula may be inaccurate. A small difference is encouraging but no proof, since part of the error can be common to both cells.
